# Why vertical defect transitions need mixed screening in finite cells

**Question.** A charged defect in an oxide is computed in a periodic supercell. For a transition between two relaxed charge states, the interaction of the defect with its periodic images is screened by the static dielectric constant. Why does this fail when the charge changes vertically, with the ions held in place, and what should replace it?

**Answer.**

## What is frozen and what responds

Let the defect first have charge $q$, with ions and electrons both relaxed around it. Its charge then changes by $\Delta$ to $Q=q+\Delta$, in units of the elementary charge, so that removing an electron means $\Delta=+1$. The change is vertical: the ions stay where they were, while the electrons of the host settle anew.

Two screening clouds are then present. The ionic cloud was built for $q$ and still belongs to $q$. The electronic cloud follows the new charge. For $q\neq0$ the final state is therefore screened neither as a relaxed charge $Q$ nor as a charge $Q$ in a lattice whose ions never moved. To find its energy, the ionic polarization must be kept as a variable of its own.

I use Hartree atomic units and assume a linear, isotropic, insulating host, a cubic cell of edge $L$ and a defect charge small in extent compared with $L$. A uniform background neutralizes the cell, and the electrostatic potential has zero average over it. The clamped-ion dielectric constant is $\varepsilon_\infty$; the static one, with ions responding, is $\varepsilon_0$.

## The image energy of a bare charge

Let $v(\mathbf r)$ be the potential of a unit point charge: $1/r$ for an isolated charge, and $v_L(\mathbf r)$ for the periodic array with its background. The difference $v_L-1/r$ is smooth at the origin. There its value can only be a number divided by $L$, because $L$ is the only length of the array:

$$v_L(\mathbf r)-\frac1r=-\frac{\alpha_M}{L}+\frac{2\pi r^2}{3L^3}+\dots$$

An Ewald sum gives $\alpha_M=2.8373$. The second term follows from Poisson's equation: near the origin the background density $-1/L^3$ is the only source of the difference, so its Laplacian is $4\pi/L^3$. Cubic symmetry makes the quadratic term isotropic, and $\nabla^2r^2=6$ fixes the factor.

For two charge densities write $\langle\rho|v|\sigma\rangle=\iint\rho(\mathbf r)\,v(\mathbf r-\mathbf r')\,\sigma(\mathbf r')$. Let the defect density be $\rho_q=q\,n(\mathbf r)$ with $\int n=1$. Then

$$\langle n|v_L|n\rangle-\langle n|1/r|n\rangle=-\frac{\alpha_M}{L}+O(L^{-3}).\tag{1}$$

If an energy has the form $\tfrac12C\langle n|v|n\rangle$, its finite-cell error is $-\alpha_MC/(2L)$ to leading order. Two different localized shapes in place of $n$ and $n$ would give the same leading term, because (1) uses only the expansion of $v_L-1/r$ near the origin. I therefore use one shape $n$ for the old and the added charge. The task is to find $C$ for the vertical final state.

## The energy with ionic polarization as a variable

Polarizing a linear medium costs $\int P^2/(2\chi)$, where $\chi$ is the susceptibility. The polarization around a charge is longitudinal, so its bound charge $\rho_b=-\nabla\cdot\mathbf P$ produces the field $\mathbf E_b=-4\pi\mathbf P$. With $\int E_b^2=4\pi\langle\rho_b|v|\rho_b\rangle$, the cost becomes

$$\int\frac{P^2}{2\chi}=\frac{1}{2\chi}\,\frac{4\pi}{16\pi^2}\langle\rho_b|v|\rho_b\rangle=\frac{K}{2}\langle\rho_b|v|\rho_b\rangle,\qquad K=\frac1{4\pi\chi}.$$

For the electrons $4\pi\chi=\varepsilon_\infty-1$, hence $K_e=1/(\varepsilon_\infty-1)$. Let $s=\rho_q+\rho_i$ be the charge they must screen, with $\rho_i$ the ionic polarization charge. Their own bound charge $\rho_e$ minimizes

$$\tfrac12\langle s+\rho_e|v|s+\rho_e\rangle+\tfrac12K_e\langle\rho_e|v|\rho_e\rangle .$$

The condition $s+\rho_e+K_e\rho_e=0$ gives $\rho_e=-s/(1+K_e)=-(1-1/\varepsilon_\infty)s$, so the total charge is $s/\varepsilon_\infty$. The minimum is

$$\frac12\left[\frac1{\varepsilon_\infty^2}+\frac{1}{\varepsilon_\infty-1}\,\frac{(\varepsilon_\infty-1)^2}{\varepsilon_\infty^2}\right]\langle s|v|s\rangle=\frac1{2\varepsilon_\infty}\langle s|v|s\rangle .$$

The ionic part of the susceptibility obeys $4\pi\chi_i=\varepsilon_0-\varepsilon_\infty$. With the electrons eliminated, the energy is therefore

$$E=\frac1{2\varepsilon_\infty}\langle\rho_q+\rho_i|v|\rho_q+\rho_i\rangle+\frac K2\langle\rho_i|v|\rho_i\rangle,\qquad K=\frac1{\varepsilon_0-\varepsilon_\infty}.\tag{2}$$

Here $\rho_i$ is the polarization charge that an ionic displacement produces at zero macroscopic field. It contains the electronic charge dragged along by the ions, as Born effective charges do. In the periodic cell the uniform part of every density drops out, because $v_L$ has zero average.

## Relax, freeze, change the charge

In the initial state the ions are relaxed, so (2) is stationary in $\rho_i$:

$$\frac{\rho_q+\rho_i}{\varepsilon_\infty}+\frac{\rho_i}{\varepsilon_0-\varepsilon_\infty}=0
\quad\Rightarrow\quad
\rho_i=-\left(1-\frac{\varepsilon_\infty}{\varepsilon_0}\right)\rho_q .\tag{3}$$

The charge seen from afar is $(\rho_q+\rho_i)/\varepsilon_\infty=\rho_q/\varepsilon_0$, as it must be.

Now replace $q$ by $Q$ and keep $\rho_i$ from (3). The charge seen from afar becomes

$$\frac1{\varepsilon_\infty}\left[q+\Delta-q\left(1-\frac{\varepsilon_\infty}{\varepsilon_0}\right)\right]=\frac q{\varepsilon_0}+\frac\Delta{\varepsilon_\infty}.\tag{4}$$

The old charge keeps its full static screening, and the added charge is screened by electrons alone.

Inserting the same $\rho_i$ in (2) gives $E=\tfrac12C_{\rm f}\langle n|v|n\rangle$ with

$$C_{\rm f}=\frac1{\varepsilon_\infty}\left(\Delta+\frac{q\varepsilon_\infty}{\varepsilon_0}\right)^2+\frac{q^2}{\varepsilon_0-\varepsilon_\infty}\,\frac{(\varepsilon_0-\varepsilon_\infty)^2}{\varepsilon_0^2}.$$

The square contributes $\Delta^2/\varepsilon_\infty+2q\Delta/\varepsilon_0+q^2\varepsilon_\infty/\varepsilon_0^2$, and the last term is $q^2(\varepsilon_0-\varepsilon_\infty)/\varepsilon_0^2$. The two parts in $q^2$ add up to $q^2/\varepsilon_0$:

$$C_{\rm f}=\frac{q^2}{\varepsilon_0}+\frac{2q\Delta}{\varepsilon_0}+\frac{\Delta^2}{\varepsilon_\infty}.\tag{5}$$

The initial state has $C=q^2/\varepsilon_0$. Subtracting it and using (1), one finds for the transition energy

$$\boxed{\;\Delta E_{\rm iso}=\Delta E_L+\frac{\alpha_M}{2L}\left[\frac{2q\Delta}{\varepsilon_0}+\frac{\Delta^2}{\varepsilon_\infty}\right]+O(L^{-3})\;}\tag{6}$$

The terms have a direct reading. Before the transition, the images and the background produce the potential $-\alpha_Mq/(\varepsilon_0L)$ at the defect. Bringing $\Delta$ into this existing potential gives the cross term, with static screening. The images of $\Delta$ itself appear during the transition and are screened by electrons; their energy is the quadratic term, with the factor $\tfrac12$ of a self-interaction.

Equation (6) concerns the energy of the defect cell. If the electron goes to a band edge, the energy of that edge must be added on the same potential reference, which is a separate alignment problem.

## Limits and consequences

For a relaxed final state $C=Q^2/\varepsilon_0$, and the bracket in (6) becomes $(Q^2-q^2)/\varepsilon_0=(2q\Delta+\Delta^2)/\varepsilon_0$. The vertical correction exceeds the relaxed one by

$$\frac{\alpha_M\Delta^2}{2L}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right),\tag{7}$$

whatever the initial charge. It vanishes when the ions do not contribute to screening, $\varepsilon_0=\varepsilon_\infty$.

If the defect starts neutral, $q=0$, equation (3) gives no ionic cloud to freeze, and (6) contains $\varepsilon_\infty$ alone. For $q\neq0$, replacing $\varepsilon_0$ by $\varepsilon_\infty$ throughout is wrong, because it removes the ionic screening of a charge that was present all along.

If the defect ends neutral, $\Delta=-q$, equation (5) gives $C_{\rm f}=q^2(1/\varepsilon_\infty-1/\varepsilon_0)$. The final state carries no defect charge, yet its energy needs a correction, because the ionic cloud is still there. The electrostatic interaction of this cloud with its images gives the part $q^2(1-\varepsilon_\infty/\varepsilon_0)^2/\varepsilon_\infty$ of $C_{\rm f}$. The rest comes from the last term of (2), the cost of the ionic polarization, which also depends on the cell size. For the transition energy the bracket is $q^2(1/\varepsilon_\infty-2/\varepsilon_0)$, which changes sign at $\varepsilon_0=2\varepsilon_\infty$.

Equation (7) also corrects the relaxation energy $\lambda$, which is released when the ions settle after the transition. It is the vertical final energy minus the relaxed one, and to leading order in $1/L$ a finite cell makes it too small by the amount (7).

## A lattice in which the numbers can be followed

The continuum argument can be compared with a model that has atoms. Take a simple cubic lattice with spacing 5 bohr. Each site carries an electronic point dipole of polarizability $a_e=8$ bohr³ and an ionic one of polarizability $a_i=9$ bohr³. These are round model parameters, not those of a particular oxide. The defect is a point charge at the centre of one cube.

With $\mathbf p=\mathbf p_e+\mathbf p_i$ at each site, the energy of a cell is

$$E=-\frac{\alpha_MQ^2}{2L}-Q\sum\mathbf p\cdot\mathbf F-\frac12\sum\mathbf p\cdot\mathsf T\mathbf p+\sum\left(\frac{p_e^2}{2a_e}+\frac{p_i^2}{2a_i}\right).$$

Here $\mathbf F$ is the field of a periodic unit charge and $\mathsf T$ the periodic dipole coupling, both from Ewald sums. For a relaxed state $E$ is minimized over both kinds of dipole; for a vertical final state, over $\mathbf p_e$ alone, with $\mathbf p_i$ kept from the initial charge. These are linear equations, solved in Fourier space. No dielectric constant enters them.

The dielectric constants follow from the local field $\mathbf E+4\pi\mathbf P/3$ at a cubic site. With polarizability $a$ per volume $\Omega=125$ bohr³ and $y=4\pi a/(3\Omega)$, the polarization is $P=(a/\Omega)E/(1-y)$, so

$$\varepsilon=1+\frac{3y}{1-y}=\frac{1+2y}{1-y}.$$

For clamped ions $a=8$ bohr³ and $\varepsilon_\infty=2.099$. When both dipoles respond they feel the same local field, $a=17$ bohr³ and $\varepsilon_0=4.972$.

In a cell of edge 40 bohr, $\alpha_M/(2L)=2.8373/80=0.03547$ Ha. For the transition $1\to2$ the bracket is

$$\frac{2}{4.9715}+\frac1{2.0988}=0.4023+0.4765=0.8788,$$

and the correction is $0.03547\times0.879=0.0312$ Ha, or 0.85 eV. The relaxed formula would give $0.03547\times3/4.972=0.0214$ Ha, or 0.58 eV. The difference of 0.27 eV is the amount (7).

To obtain the isolated limit without using (6), the computed energies for edges of 50, 60, 80 and 100 bohr were fitted by a constant plus terms in $1/L$, $1/L^3$ and $1/L^5$, with all four coefficients free. The $1/L$ coefficient, divided by $-\alpha_M/2$, is the bracket that the lattice itself produces.

| transition | bracket (6) | bracket, lattice |
|---|---|---|
| $0\to1$ | 0.4765 | 0.4765 |
| $1\to2$ | 0.8788 | 0.8790 |
| $1\to0$ | 0.0742 | 0.0740 |
| $2\to1$ | −0.3281 | −0.3285 |

The energies of the 40 bohr cell, in Ha, are:

| transition | raw | corrected | isolated |
|---|---|---|---|
| $0\to1$ | −0.1210 | −0.1041 | −0.1041 |
| $1\to2$ | −0.4645 | −0.4333 | −0.4339 |
| $1\to0$ | 0.2226 | 0.2252 | 0.2257 |
| $2\to1$ | 0.5661 | 0.5545 | 0.5555 |

In the case $1\to0$ the two terms of the bracket nearly cancel, since $\varepsilon_0$ is not far from $2\varepsilon_\infty$. The correction is 0.0026 Ha, or 0.07 eV, whereas the relaxed formula gives −0.19 eV, with the opposite sign. The neutral final state by itself needs $0.03547\times(0.476-0.201)=0.0098$ Ha, or 0.27 eV.

## What a single dielectric constant would do

Using $\varepsilon_0$ throughout omits the amount (7), here 0.0098 Ha, in all four transitions. Using $\varepsilon_\infty$ throughout adds $2q\Delta$ times the same amount: nothing for $0\to1$, 0.0195 Ha for $1\to2$, −0.0195 Ha for $1\to0$ and −0.0391 Ha for $2\to1$. The computed errors relative to the isolated limit, in Ha, follow this pattern up to the remainder that (6) leaves as well:

| transition | mixed (6) | $\varepsilon_0$ only | $\varepsilon_\infty$ only |
|---|---|---|---|
| $0\to1$ | 0.0001 | −0.0097 | 0.0001 |
| $1\to2$ | 0.0006 | −0.0092 | 0.0201 |
| $1\to0$ | −0.0005 | −0.0102 | −0.0200 |
| $2\to1$ | −0.0010 | −0.0108 | −0.0400 |

For a unit change of an initially charged defect in this model, full electronic screening is thus the worse of the two simple choices.

## The relaxation energy

In a linear model the ionic displacement still missing after the transition is proportional to $\Delta$, so $\lambda$ is proportional to $\Delta^2$ and independent of $q$. In the 40 bohr cell $\lambda=0.0508$ Ha for a unit change. Adding (7) gives $0.0508+0.0098=0.0606$ Ha.

The isolated value follows from a closed cycle: go vertically from 0 to 1, relax, return vertically to 0, relax. The energies sum to zero. In the linear model both relaxations release the same $\lambda$, so $2\lambda$ equals the sum of the two vertical energies; for a real defect the two relaxation energies generally differ, and only their sum follows from the cycle. From the isolated limits, $\lambda=(-0.1041+0.2257)/2=0.0608$ Ha. Without its correction, the relaxation energy would be about 16% too small relative to this value.

The frozen ions are not at rest in the sense of forces. Along the straight path to their new positions the energy is a parabola of depth $\lambda$, with initial slope $-2\lambda$. The slope computed after the transition $1\to2$ is −0.1016 Ha per full path, which is $-2\times0.0508$ Ha.

## What the correction leaves over

The supercell energy is a sum over a mesh of wave vectors $\mathbf k=2\pi\mathbf m/L$ with $\mathbf m=0$ left out; the isolated energy is the corresponding integral. Near $\mathbf k=0$ the summand has parts of degree $-2$, 0, 2 and so on in $k$. For a part of degree $d$, the factor $L^{-3}$ of the sum and the factor $L^{-d}$ of the summand make the difference between sum and integral scale as $L^{-3-d}$. The coefficient can vanish: a polynomial of degree 2 such as $k^2$ leaves no power of $1/L$, while a direction-dependent part such as $(k_x^4+k_y^4+k_z^4)/k^2$ does. This yields $1/L$, $1/L^3$ and $1/L^5$. Equation (6) removes the first.

Between 50 and 100 bohr, the remainders of the four transitions fall with apparent powers from 3.0 to 3.3. An admixture of $1/L^5$ would explain the values above 3, but the small error of the fitted limit also affects them, and I have not separated the two.

Like the correction, the remainder depends on the initial charge. In a linear model the whole transition energy is a part proportional to $2q\Delta$ plus a part proportional to $\Delta^2$. At 40 bohr, $0\to1$ gives 0.00007 Ha for the second part, and $1\to2$ then gives 0.00053 Ha for the first. For $2\to1$ this predicts $-2\times0.00053+0.00007=-0.0010$ Ha, as found. In the case $1\to0$ the remainder is about 18% of the correction, because the leading terms nearly cancel and those of the remainder do not.

## When the formula can be used

Both dielectric constants must describe the host as it is computed, at the same level of theory. The ions must first be relaxed for $q$ in the same cell, since (3) assumes it. If initial and final energies are corrected separately, the initial one takes $q^2/\varepsilon_0$ and the final one takes (5).

Linearity is needed far from the defect, not next to it. The field at the nearest ions is very strong, and they may respond anharmonically or rearrange their bonds, in a crystal as in an amorphous oxide. The energy of such a rearrangement is already contained in $\Delta E_L$. A distortion confined to a small region carries no net charge, so it leaves the $1/L$ term unchanged: (6) and (7) still hold, provided the cell reaches the same local structure as the isolated defect. What is lost is the simple form of $\lambda$, which then depends on $q$. A small amorphous cell may screen anisotropically, and a single constant is then an approximation.

The formula fails when the defect charge spreads over a good part of the cell, because (1) then loses its leading-order meaning. Near a lattice instability it needs care: the restoring forces are weak, the ions can move far, and their response may no longer be linear, as the derivation assumes. For a thin film with vacuum in the cell, the medium is not uniform, and neither $\alpha_M$ nor the simple division by $\varepsilon$ applies; the separation into a frozen ionic cloud and a responding electronic one remains, but the electrostatic problem must be solved for that geometry.
